**Image-potential states at a hard wall: numerical and exact tests**

The program tests $E_n=-1/(32n^2)$ hartree and $\langle z\rangle=6n^2$ bohr for an electron at height $z$ above a perfect conductor, with a hard wall at the image plane. The potential is $V=-g/z$ with $g=1/4$ in atomic units, and $\kappa$ is defined by $E=-\kappa^2/2$. It asserts that the induced surface charge cancels the electron's potential at three points of the plane, and that integrating its force gives the image potential at a height of 10 bohr. Grid diagonalization is compared with both final formulas for $n=1$ to $4$, and exact integrals test the two relations that lead to the mean distance. At a forbidden energy, the power series is compared with direct integration of the differential equation, and the growth at large $z$ is tested. The output gives an energy coefficient of 0.8504 eV and a mean-distance coefficient of 6.0000 bohr. Moving the wall 0.5 bohr toward the vacuum raises all four levels, which then follow $-1/[32(n+a)^2]$ with $a$ rising from 0.1615 for $n=1$ to 0.1631 for $n=4$.

## Verification by program

```python
"""
Electron above a perfect conductor with a hard wall at the image plane.
Result under test: E_n = -1/(32 n^2) hartree, about -0.85 eV/n^2,
and mean height <z> = 6 n^2 bohr, for n = 1, 2, 3, ...
Atomic units: z = height (bohr), g = 1/4 = strength of V(z) = -g/z,
kappa = decay constant with E = -kappa^2/2, psi = wave function, psi(0) = 0.
"""
import math
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.integrate import quad, solve_ivp
from scipy.linalg import eigh_tridiagonal
from scipy.special import ellipkm1

g = 0.25
hartree_eV = const.physical_constants["Hartree energy in eV"][0]
bohr_angstrom = const.physical_constants["Bohr radius"][0] * 1e10


# --- Electrostatics: induced charge, force and work (unit point charge) ---
def surface_charge(rho, height):
    return -height / (2 * math.pi * (rho**2 + height**2) ** 1.5)


def plane_potential_of_surface_charge(rho, height):
    """Sum over charged rings, evaluated in the plane at radius rho."""
    def ring(a):
        complement = ((a - rho) / (a + rho)) ** 2
        return 4 * a * surface_charge(a, height) * ellipkm1(complement) / (a + rho)
    return quad(ring, 0, rho, limit=200)[0] + quad(ring, rho, np.inf, limit=200)[0]


for radius in (0.5, 1.0, 3.0):
    direct = 1 / math.hypot(radius, 1.0)
    induced = plane_potential_of_surface_charge(radius, 1.0)
    assert abs(direct + induced) < 1e-6


def force_from_surface(height):
    """Normal force on the charge, by integrating over the surface charge."""
    def ring_pull(t):
        rho = height * t
        return (surface_charge(rho, height) * 2 * math.pi * rho * height
                * height / (rho**2 + height**2) ** 1.5)
    return quad(ring_pull, 0, np.inf)[0]


test_height = 10.0
test_force = force_from_surface(test_height)
test_potential = quad(force_from_surface, test_height, np.inf)[0]
assert abs(test_force + 1 / (4 * test_height**2)) < 1e-8
assert abs(test_potential + g / test_height) < 1e-7


# --- Schroedinger equation on a grid, two spacings, h^2 error removed ---
def grid_levels(spacing, wall, count=4, length=600.0):
    points = int(round(length / spacing))
    z_grid = wall + spacing * np.arange(1, points + 1)
    diagonal = 1 / spacing**2 - g / z_grid
    off_diagonal = np.full(points - 1, -0.5 / spacing**2)
    energy, vectors = eigh_tridiagonal(diagonal, off_diagonal, select="i",
                                       select_range=(0, count - 1))
    return energy, z_grid @ vectors**2


def extrapolated_levels(wall):
    coarse = grid_levels(0.10, wall)
    fine = grid_levels(0.05, wall)
    return [(4 * f - c) / 3 for f, c in zip(fine, coarse)]


n_values = np.arange(1, 5)
energy_grid, mean_grid = extrapolated_levels(0.0)
energy_formula = -1 / (32 * n_values**2)
mean_formula = 6 * n_values**2
assert np.allclose(energy_grid, energy_formula, rtol=1e-6, atol=0)
assert np.allclose(mean_grid, mean_formula, rtol=1e-6, atol=0)

# The energy coefficient from SI constants, against the grid ground state
coefficient_eV = (const.m_e * const.e**4
                  / (2 * (16 * math.pi * const.epsilon_0 * const.hbar) ** 2)
                  / const.e)
assert abs(coefficient_eV + energy_grid[0] * hartree_eV) < 1e-6

# --- Forbidden energy: series against direct integration, and growth ---
kappa_trial = 0.2
z_start, z_compare, z_far = 1e-6, 20.0, 200.0
outward = solve_ivp(
    lambda z, y: [y[1], (kappa_trial**2 - 2 * g / z) * y[0]],
    (z_start, z_far), [z_start - g * z_start**2, 1 - 2 * g * z_start],
    method="DOP853", rtol=1e-10, atol=1e-13, t_eval=[z_compare, z_far])
assert outward.success
coefficient, series_sum = 1.0, 0.0
for k in range(200):
    series_sum += coefficient * z_compare ** (k + 1)
    coefficient *= 2 * (kappa_trial * (k + 1) - g) / ((k + 1) * (k + 2))
series_psi = series_sum * math.exp(-kappa_trial * z_compare)
assert abs(series_psi / outward.y[0, 0] - 1) < 1e-5
growth_rate = outward.y[1, 1] / outward.y[0, 1]
assert abs(growth_rate / kappa_trial - 1) < 0.05  # finite z: power-law factor

# --- Terminated series: exact equation and exact integrals ---
z = sp.symbols("z", positive=True)
g_exact = sp.Rational(1, 4)


def exact_integral(polynomial, decay):
    """Integral of polynomial * exp(-decay*z) over z from 0 to infinity."""
    return sum(c * sp.factorial(power[0]) / decay ** (power[0] + 1)
               for power, c in sp.Poly(sp.expand(polynomial), z).terms())


polynomials, norms, slope_integrals = [], [], []
for n in range(1, 5):
    kappa = g_exact / n
    c, w = sp.Integer(1), sp.Integer(0)
    for k in range(n):
        w += c * z ** (k + 1)
        c = 2 * (kappa * (k + 1) - g_exact) * c / ((k + 1) * (k + 2))
    assert c == 0
    psi = w * sp.exp(-kappa * z)
    residual = -sp.diff(psi, z, 2) / 2 - g_exact * psi / z + kappa**2 * psi / 2
    assert sp.simplify(residual * sp.exp(kappa * z)) == 0
    norm = exact_integral(w**2, 2 * kappa)
    mean = exact_integral(z * w**2, 2 * kappa) / norm
    slope = sp.diff(w, z) - kappa * w
    slope_integral = exact_integral(z * slope**2, 2 * kappa) / norm
    energy = -kappa**2 / 2
    assert mean == 6 * n**2
    assert slope_integral == 2 * g_exact + 2 * energy * mean
    assert -slope_integral == g_exact + 2 * energy * mean
    polynomials.append(w)
    norms.append(norm)
    slope_integrals.append(slope_integral)

# --- Classical bouncing electron: time average over turning height ---
time_total = quad(lambda s: 1 / math.sqrt(1 / s - 1), 0, 1)[0]
time_height = quad(lambda s: s / math.sqrt(1 / s - 1), 0, 1)[0]
classical_ratio = time_height / time_total
turning_points = -g / energy_grid
assert abs(classical_ratio - 0.75) < 1e-6
assert np.allclose(classical_ratio * turning_points, mean_grid, rtol=1e-5)

# --- Wall moved to the vacuum side of the image plane ---
wall_shift = 0.5
energy_shifted, _ = extrapolated_levels(wall_shift)
defects = np.sqrt(-1 / (32 * energy_shifted)) - n_values
assert np.all(energy_shifted > energy_grid)
assert np.all(defects > 0)
assert np.ptp(defects) < 0.1 * np.mean(defects)

# --- Numbers for the text ---
print(f"Hartree energy: {hartree_eV:.4f} eV")
print(f"Height for force test: {test_height:.1f} bohr")
print(f"Force there, from surface charge: {test_force:.6f} hartree/bohr")
print(f"Potential energy there, from work: {test_potential:.6f} hartree")
print(f"Energy coefficient: {-energy_grid[0]:.6f} hartree")
print(f"Energy coefficient from SI constants: {coefficient_eV:.4f} eV")
print(f"Mean-distance coefficient: {mean_grid[0]:.4f} bohr")
print(f"Mean-distance coefficient: {mean_grid[0] * bohr_angstrom:.3f} angstrom")
for i, n in enumerate(n_values):
    print(f"n={n}: grid energy {energy_grid[i] * hartree_eV:.5f} eV")
    print(f"n={n}: formula energy {energy_formula[i] * hartree_eV:.5f} eV")
    print(f"n={n}: grid mean distance {mean_grid[i]:.4f} bohr")
    print(f"n={n}: turning point {turning_points[i]:.3f} bohr")
gap_12 = (energy_grid[1] - energy_grid[0]) * hartree_eV
print(f"Gap between n=1 and n=2: {gap_12:.4f} eV")
for i in range(2):
    print(f"n={i + 1}: series polynomial (z in bohr): {polynomials[i]}")
    print(f"n={i + 1}: integral of unnormalized psi^2: {norms[i]} bohr^3")
print(f"Integral of z*psi'^2, n=1 to 4: {slope_integrals} 1/bohr")
print(f"Classical mean height / turning height: {classical_ratio:.5f}")
print(f"Forbidden trial kappa: {kappa_trial:.3f} 1/bohr")
print(f"Growth rate psi'/psi at {z_far:.0f} bohr: {growth_rate:.4f} 1/bohr")
print(f"Wall shift toward vacuum: {wall_shift:.2f} bohr")
for i, n in enumerate(n_values):
    print(f"n={n}: shifted-wall energy {energy_shifted[i] * hartree_eV:.5f} eV")
    print(f"n={n}: shifted-wall a = {defects[i]:.4f} (no unit)")
print("every check passed")
```

It prints:

```
Hartree energy: 27.2114 eV
Height for force test: 10.0 bohr
Force there, from surface charge: -0.002500 hartree/bohr
Potential energy there, from work: -0.025000 hartree
Energy coefficient: 0.031250 hartree
Energy coefficient from SI constants: 0.8504 eV
Mean-distance coefficient: 6.0000 bohr
Mean-distance coefficient: 3.175 angstrom
n=1: grid energy -0.85036 eV
n=1: formula energy -0.85036 eV
n=1: grid mean distance 6.0000 bohr
n=1: turning point 8.000 bohr
n=2: grid energy -0.21259 eV
n=2: formula energy -0.21259 eV
n=2: grid mean distance 24.0000 bohr
n=2: turning point 32.000 bohr
n=3: grid energy -0.09448 eV
n=3: formula energy -0.09448 eV
n=3: grid mean distance 54.0000 bohr
n=3: turning point 72.000 bohr
n=4: grid energy -0.05315 eV
n=4: formula energy -0.05315 eV
n=4: grid mean distance 96.0000 bohr
n=4: turning point 128.000 bohr
Gap between n=1 and n=2: 0.6378 eV
n=1: series polynomial (z in bohr): z
n=1: integral of unnormalized psi^2: 16 bohr^3
n=2: series polynomial (z in bohr): -z**2/8 + z
n=2: integral of unnormalized psi^2: 128 bohr^3
Integral of z*psi'^2, n=1 to 4: [1/8, 1/8, 1/8, 1/8] 1/bohr
Classical mean height / turning height: 0.75000
Forbidden trial kappa: 0.200 1/bohr
Growth rate psi'/psi at 200 bohr: 0.1936 1/bohr
Wall shift toward vacuum: 0.50 bohr
n=1: shifted-wall energy -0.63038 eV
n=1: shifted-wall a = 0.1615 (no unit)
n=2: shifted-wall energy -0.18180 eV
n=2: shifted-wall a = 0.1627 (no unit)
n=3: shifted-wall energy -0.08500 eV
n=3: shifted-wall a = 0.1630 (no unit)
n=4: shifted-wall energy -0.04906 eV
n=4: shifted-wall a = 0.1631 (no unit)
every check passed
```
